\section*{Wigner–Seitz Truncated Coulomb Kernel for Exact Exchange on Anisotropic Meshes, part 1}

(Sections cited here and not found follow in the second part.)

\section{What the setting chooses}

The Coulomb kernel $K(\mathbf q)$ in a periodic exchange calculation is the Fourier transform of $1/r$ over some region, so it has the dimension of an area. A $k$-point mesh $N_1\times N_2\times N_3$ defines a supercell with vectors $\mathbf A_i=N_i\mathbf a_i$ and volume $V=N_k\Omega$, and a kernel fixed by this lattice alone has the form $K=L^2f(\mathbf qL,\text{shape})$, with $L$ a supercell length. The bare $4\pi/q^2$ contains no length and diverges at $\mathbf q=0$; a finite $K(0)$ must be $L^2$ times a number set by the shape. The kernel is sampled on the supercell reciprocal lattice, so it describes an interaction $v_{\rm per}(\mathbf s)=V^{-1}\sum_{\mathbf q}K(\mathbf q)e^{i\mathbf q\cdot\mathbf s}$ that is periodic under supercell vectors $\mathbf R$. Periodicity allows $v_{\rm per}=1/s$ on a region only if the region never holds two images $\mathbf s$, $\mathbf s-\mathbf R$ of different length. The Wigner--Seitz (WS) cell, the set of points nearer to the origin than to any other $\mathbf R$, is such a region, fills the volume $V$ and keeps the point symmetry of the lattice. The choice of Sundararaman and Arias is
\begin{equation}
K(\mathbf q)=\int_{\rm WS}\frac{e^{-i\mathbf q\cdot\mathbf r}}{r}\,d^3r,\qquad v_{\rm per}(\mathbf s)=\frac{1}{\min_{\mathbf R}|\mathbf s-\mathbf R|}.
\end{equation}
Inversion symmetry of the cell makes $K$ real and even. All energies carry $k_e=e^2/4\pi\varepsilon_0=2.307078\times10^{-28}$ J m.

\section{How the kernel enters the energy}

Take one doubly occupied band with Bloch functions $\psi_{\mathbf k}$ normalised over a unit cell and a $\Gamma$-centred mesh. The one-spin density matrix on the mesh is $\gamma_{\rm per}(\mathbf r,\mathbf r')=N_k^{-1}\sum_{\mathbf k}\psi_{\mathbf k}(\mathbf r)\psi^*_{\mathbf k}(\mathbf r')$. The factor $-\tfrac12$ of exchange times two spins gives, per cell,
\begin{equation}
E=-\frac{k_e}{N_k}\int_V\!\!\int_V|\gamma_{\rm per}(\mathbf r,\mathbf r')|^2v_{\rm per}(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\end{equation}
Inserting the series for $v_{\rm per}$ produces $|\int_V\psi^*_{\mathbf k}\psi_{\mathbf k'}e^{-i\mathbf q\cdot\mathbf r}|^2$. The integral vanishes unless $\mathbf q=\mathbf k'-\mathbf k+\mathbf G$, and then equals $N_k\rho(\mathbf k,\mathbf q)$ with $\rho=\int_\Omega\psi^*_{\mathbf k}\psi_{\mathbf k+\mathbf q}e^{-i\mathbf q\cdot\mathbf r}d^3r$. The $N_k^2$ cancels the $N_k^{-2}$ of $|\gamma_{\rm per}|^2$, and $1/(N_kV)$ remains:
\begin{equation}
E=-\frac{k_e}{N_k^2\Omega}\sum_{\mathbf k}\sum_{\mathbf q}|\rho(\mathbf k,\mathbf q)|^2K(\mathbf q).\label{Eq}
\end{equation}

The infinite crystal has $\gamma=\Omega(2\pi)^{-3}\int_{\rm BZ}\psi_{\mathbf k}\psi^*_{\mathbf k}d^3k$. Shifting $\mathbf r'$ by $\mathbf R$ multiplies the integrand by $e^{-i\mathbf k\cdot\mathbf R}$, and $\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$ is $(2\pi)^3/V$ times delta functions on the mesh, so $\gamma_{\rm per}(\mathbf r,\mathbf r')=\sum_{\mathbf R}\gamma(\mathbf r,\mathbf r'+\mathbf R)$. In $|\gamma_{\rm per}|^2$ the terms with equal $\mathbf R$ unfold the $\mathbf r'$ integral to all space. With the exchange hole $C(\mathbf s)=\int_\Omega|\gamma(\mathbf r,\mathbf r+\mathbf s)|^2d^3r$, which integrates to 1 because $\gamma$ is a projector with one electron per cell,
\begin{equation}
E-E_\infty=-k_e\int C(\mathbf s)\Big[v_{\rm per}(\mathbf s)-\frac1s\Big]d^3s+(\text{cross terms}).\label{err}
\end{equation}
Suppose $|\gamma|$ falls as $e^{-\kappa s}$ along a supercell vector of length $L$, as in an insulator. A cross term is of size $e^{-\kappa s}e^{-\kappa|L-s|}\le e^{-\kappa L}$; it is a sampling error present with any kernel. For the WS kernel the bracket is zero inside the cell, and beyond the face at $L/2$ the hole is below $e^{-2\kappa L/2}$, provided the hole is largest on the face at its centre $\mathbf R/2$, as for isotropic decay and in the model below. A symmetry axis along $\mathbf R$ does not by itself place the maximum there: weakly coupled chains along the two diagonals of a square supercell carry the hole to its corners. In that example only the prefactor changes. A path along one diagonal and then the other reaches the face centre over the same length $L/\sqrt2$ as the corner, so $\gamma$ has the same exponent at both points and is smaller at the face centre by a factor proportional to the coupling. When the hole is largest at the face centres, the WS error is of order $e^{-\kappa L}$ up to powers of $L$, direction by direction: the truncation adds nothing of larger exponential order than the mesh already costs. If instead a direction of slower decay $\kappa'<\kappa$ crosses the face at an angle $\theta$ to $\mathbf R$, the hole leaves the cell at distance $L/2\cos\theta$ with size $e^{-\kappa'L/\cos\theta}$, which can exceed $e^{-\kappa L}$. In a metal with a sharp Fermi surface at zero temperature $\gamma$ decays as a power, the hole reaches the faces, and this estimate does not apply.

\section{Building the kernel}

\subsection{Range split and the tolerance}

A grid cannot represent $1/r$ at the origin, so write $1/r=\operatorname{erfc}(\alpha r)/r+\operatorname{erf}(\alpha r)/r$. Use $\operatorname{erfc}(\alpha r)/r=(2/\sqrt\pi)\int_\alpha^\infty e^{-t^2r^2}dt$ and the transform $\pi^{3/2}t^{-3}e^{-q^2/4t^2}$ of a Gaussian. With $u=1/4t^2$, $du=-dt/2t^3$, the transform over all space is
\begin{equation}
K_{\rm sr}=2\pi\int_\alpha^\infty\frac{e^{-q^2/4t^2}}{t^3}dt=4\pi\int_0^{1/4\alpha^2}e^{-q^2u}du=\frac{4\pi}{q^2}\big(1-e^{-q^2/4\alpha^2}\big),
\end{equation}
and $K_{\rm sr}(0)=\pi/\alpha^2$. The definition wants the integral over the WS cell alone. The cell contains the ball of radius $R_{\rm in}$, half the shortest $\mathbf R$, so for every $\mathbf q$ the excess obeys
\begin{equation}
|\delta K|\le4\pi\int_{R_{\rm in}}^\infty r\operatorname{erfc}(\alpha r)\,dr\le\frac{2\pi}{\alpha^2}\operatorname{erfc}(\alpha R_{\rm in}),
\end{equation}
where the second step uses $\operatorname{erfc}x\le e^{-x^2}/(x\sqrt\pi)$ and $\int_{R}^\infty e^{-\alpha^2r^2}dr=\sqrt\pi\operatorname{erfc}(\alpha R)/2\alpha$. Setting $\alpha=\sqrt{-\ln\epsilon}/R_{\rm in}$ makes $e^{-\alpha^2R_{\rm in}^2}=\epsilon$. For the $2\times2\times12$ supercell of the model below, loosening $\epsilon$ from $10^{-10}$ to $10^{-2}$ raises $K(0)$ by $2.5\times10^{-4}$ nm$^2$, below the first bound, $1.09\times10^{-3}$ nm$^2$.

The long-range part is finite at the origin, with value $2\alpha/\sqrt\pi$. On a grid $\mathbf r_j=\sum_i(j_i/M_i)\mathbf A_i$ with $\Delta V=V/M_1M_2M_3$ and minimum-image distance $\tilde r_j$, one FFT completes the kernel:
\begin{equation}
K_{\rm FFT}(\mathbf q)=K_{\rm sr}(q)+\Delta V\sum_je^{-i\mathbf q\cdot\mathbf r_j}\frac{\operatorname{erf}(\alpha\tilde r_j)}{\tilde r_j}.
\end{equation}
The phase needs no folding, since $e^{-i\mathbf q\cdot\mathbf R}=1$.

\subsection{Minimum images}

A vector $\mathbf R$ gives a face when part of the plane bisecting $0$ and $\mathbf R$ bounds the cell. This happens if and only if $\mathbf R/2$ is strictly nearer to $0$ and $\mathbf R$ than to any other $\mathbf R'$. If it is, a neighbourhood of $\mathbf R/2$ in the plane shares the property and lies on a face. Conversely, the inversion $\mathbf x\to\mathbf R-\mathbf x$ maps the lattice to itself and swaps $0$ and $\mathbf R$, so it maps an interior point of the face to another, and by convexity their midpoint $\mathbf R/2$ is interior. Expanding $|\mathbf R/2-\mathbf R'|^2>|\mathbf R/2|^2$ gives the criterion
\begin{equation}
\mathbf R\cdot\mathbf R'<|\mathbf R'|^2\quad\text{for all }\mathbf R'\ne0,\mathbf R.
\end{equation}
The search is finite. Let $r_{\max}$ be the distance to the farthest corner of the centred parallelepiped. A WS point has an image in the parallelepiped and is the shortest of its images, so $|\mathbf R/2|\le r_{\max}$. A violating $\mathbf R'$ has $|\mathbf R'|^2\le|\mathbf R||\mathbf R'|$, so it lies in the same list $|\mathbf R|\le2r_{\max}$, whose integer coordinates obey $|n_i|\le2r_{\max}|\mathbf B_i|/2\pi$, with $\mathbf B_i$ the supercell reciprocal vectors.

To fold a point, wrap its fractional coordinates into $[-\tfrac12,\tfrac12]$ and subtract a face vector while $2\mathbf r\cdot\mathbf R>|\mathbf R|^2$. Each subtraction lowers $|\mathbf r|^2$ by $2\mathbf r\cdot\mathbf R-|\mathbf R|^2>0$ and finitely many images are shorter than the first, so the loop ends, at a point inside every face. Wrapping alone is not enough. For the triclinic cell with rows $(1,0,0)$, $(1.3,0.9,0)$, $(0.4,-0.7,2.6)$ nm, which has 14 faces and $R_{\rm in}=0.4743$ nm, it missed the nearest image for about 47\% of random points, while the loop matched a brute-force search.

\subsection{An exact kernel for comparison}

Divide the cell into cones from the origin to each face $f$ at distance $d_f$. With $\mathbf r=t\mathbf s$, $\mathbf s$ on the face and $0<t<1$, the volume element is $t^2d_f\,dt\,dA$, and integration by parts gives
\begin{equation}
K=\sum_fd_f\int_f\frac{dA}{s}\,g(\mathbf q\cdot\mathbf s),\quad g(x)=\int_0^1t\cos(tx)\,dt=\frac{\cos x+x\sin x-1}{x^2},
\end{equation}
with $g(0)=\tfrac12$. For a cube, $d=L/2$. The function $F=x\ln(y+s)+y\ln(x+s)-d\arctan(xy/ds)$, $s^2=x^2+y^2+d^2$, has $\partial_x\partial_yF=1/s$. Over the quarter face $[0,d]^2$ it gives $F(d,d)-F(d,0)-F(0,d)+F(0,0)=2d\ln[(1+\sqrt3)/\sqrt2]-\pi d/6=d[\ln(2+\sqrt3)-\pi/6]$. Six faces, four quarters and the factor $d/2$ give $12d^2[\cdots]$, or $K(0)=L^2[3\ln(2+\sqrt3)-\pi/2]=2.380077L^2$, the shape number for a cube. For the triclinic cell, face quadrature and FFT both give $K(0)=3.77309$ nm$^2$; wrapping alone gives $3.39806$ nm$^2$, 10\% lower, because wrapped distances are too long.

\section{Choosing the grid}

The folded function is continuous but has a kink on each face, where $\tilde r$ peaks. The FFT at $\mathbf q=0$ is a trapezoid sum. Suppose a face lies on a grid plane and the planes parallel to it are $h_f$ apart. The Euler--Maclaurin formula, trapezoid minus integral $=\tfrac{h^2}{12}[\phi'(b)-\phi'(a)]$ at leading order, assigns to each end $h^2/12$ times the outward derivative of the plane integral $\phi$. At the face $\operatorname{erf}\approx1$, so that derivative is $\int_f\partial_n(1/s)\,dA=-\int_fd_f\,dA/s^3=-\omega_f$, the solid angle of the face. Neglecting edges, which are of higher order in $h$,
\begin{equation}
K_{\rm FFT}(0)-K(0)\approx-\sum_f\frac{h_f^2\,\omega_f}{12}.
\end{equation}
In the $2\times2\times12$ hexagonal prism with spacing $h$ along each axis, a grid point projects on $\mathbf a_1$ at $(j_1-j_2/2)h$, so the side faces have $h_f=h/2$ and the end faces $h_f=h$. With $\omega=1.4388$ sr (ends), $11.1275$ sr (sides) and $h=0.05$ nm,
\begin{equation}
-\frac{0.0025\times1.4388+0.000625\times11.1275}{12}=-8.79\times10^{-4}\ \text{nm}^2,
\end{equation}
against the computed $-8.77\times10^{-4}$ nm$^2$, which is $1.9\times10^{-4}$ of $K(0)=4.6593$ nm$^2$. Halving $h$ gives $-2.197\times10^{-4}$ nm$^2$, a factor 4.0 smaller. In this cell, whose faces lie on grid planes, $K(0)$ converges as $h^2$; the rate for other elements was not tested. The closer agreement in the triclinic cell is, as a conjecture, due to its faces not lying on widely spaced grid planes.

The energy behaves better. Let $\tilde C(\mathbf q)=N_k^{-1}\sum_{\mathbf k}|\rho|^2$, so that $E=-k_eV^{-1}\sum_{\mathbf q}\tilde CK$. Exchanging the sums, the long-range part becomes $-k_e\Delta V\sum_jC_{\rm per}(\mathbf r_j)\operatorname{erf}(\alpha\tilde r_j)/\tilde r_j$, where $C_{\rm per}$ is the periodic hole synthesised from the $\mathbf q$ in the FFT box. This is the trapezoid sum of a product whose kink is multiplied by the hole density at the face. When that is negligible the product is smooth. If $\tilde C$ has the envelope $e^{-q^2/4\beta}$, the convolution with $e^{-q^2/4\alpha^2}$ has the envelope $e^{-q^2/4(\alpha^2+\beta)}$, so aliasing at $q=2\pi/h$ is estimated as $e^{-\pi^2/h^2(\alpha^2+\beta)}$ and the cut at $q=\pi/h$ as $e^{-\pi^2/4\beta h^2}$. The cut dominates while $\alpha^2<3\beta$, and then the grid that holds the pair densities also serves the kernel. A thin supercell has small $R_{\rm in}$ and large $\alpha$ and can reverse this. In the model, changing $h$ from 0.04 to 0.03 nm at $N_3=24$ moves $K(0)$ by $3.4\times10^{-5}$ of itself and $E$ by $2.4\times10^{-29}$ J, about $10^{-11}$ of $|E|$. At $N_3=6$, where the hole reaches the end faces, $E$ moves by $6.9\times10^{-25}$ J.

This part has defined the Wigner--Seitz kernel, shown how it enters the exchange energy, and given its construction and grid errors. It remains to compare it with the alternative treatments on a long prism, test the error estimates on a model chain crystal, and draw practical guidance.
